**Sign change of thermal expansion in a diamond-lattice model**

The program studies a crystal with a Morse bond energy φ(r) and an angle stiffness k_b proportional to r^(−s), using silicon's structure and mass with round parameters. At the static bond length, the Grueneisen parameter γ = −d ln ω/d ln V of the transverse acoustic mode at X is −[φ″/K_b − (2+s)]/6, where K_b = 8k_b/(3r²). The program asserts that the lattice spectrum at the zone centre and at X, this formula and the bulk modulus agree with finite differences of the full nonlinear energy of an eight-atom cell. It asserts that every γ on the mesh is positive when the tension term is removed, and that γ at X turns positive when the bending stiffness decays too fast. It also compares the expansion formula with a mixed derivative of the free energy, and the six-branch sign change with the minimum of the equilibrium bond length. The output gives γ = −0.92 at X, and branch means of −0.62 for the two soft modes and +1.19 for the four stiff ones. The expansion coefficient changes sign at 130 K with two branches and at 131 K with six, and the equilibrium bond length is smallest at 128 K.

## Verification by program

```python
"""Negative thermal expansion from transverse modes in a diamond lattice.

Result under test: the transverse acoustic mode at X obeys
    m w^2 = 4 (phi'/r + K_b),   K_b = 8 k_b / (3 r^2),
so at phi' = 0 its Grueneisen parameter is
    gamma = -(phi''/K_b - 2 - s) / 6,
and the linear expansion coefficient is
    alpha = k_B sum(gamma c) / (3 B V),   B V = 4 phi'' r^2 / 9 per cell.
phi(r): Morse bond energy; k_b(r): angle stiffness, proportional to r^-s;
m: atomic mass; c: heat capacity of a mode divided by k_B; B: bulk modulus;
V: volume of the two-atom cell. Energies in eV, lengths in angstrom.
Branch T = two lowest modes at each wave vector, branch S = other four.
"""
import numpy as np
from itertools import combinations
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

R0, STRETCH, DECAY, BEND, S_EXP = 2.35, 9.0, 1.2, 1.2, 8.0
MASS_U = 28.09
KB = const.k / const.e
TO_EV = const.hbar * np.sqrt(const.e * 1e20
                             / (MASS_U * const.atomic_mass)) / const.e
TET = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
PAIRS = list(combinations(range(4), 2))
STEP = 1e-3          # step in ln r for volume derivatives


def morse(r):
    """Bond energy and its first two derivatives."""
    depth = STRETCH / (2 * DECAY**2)
    x = np.exp(-DECAY * (r - R0))
    return (depth * (1 - x)**2, 2 * depth * DECAY * (x - x**2),
            2 * depth * DECAY**2 * (2 * x**2 - x))


def lattice_eigs(q, r, s=S_EXP, tension=True):
    """Eigenvalues m w^2; q is in units of 4 / (cubic lattice constant)."""
    _, slope, curvature = morse(r)
    side = slope / r if tension else 0.0
    k_angle = BEND * (r / R0)**(-s)
    phase = np.exp(1j * q @ TET.T)
    dyn = np.zeros((len(q), 6, 6), complex)
    for centre in (0, 1):
        n = (1 - 2 * centre) * TET / np.sqrt(3)
        ph = phase if centre == 0 else phase.conj()
        own, other = 3 * centre, 3 * (1 - centre)
        rel = []
        for j in range(4):
            w = np.zeros((len(q), 3, 6), complex)
            w[:, :, own:own + 3] = -np.eye(3)
            w[:, :, other:other + 3] = ph[:, j, None, None] * np.eye(3)
            rel.append(w)
            nn = np.outer(n[j], n[j])
            spring = curvature * nn + side * (np.eye(3) - nn)
            # each bond is visited from both of its ends
            dyn += 0.5 * w.conj().transpose(0, 2, 1) @ spring @ w
        for j, k in PAIRS:
            row = (np.einsum('a,qab->qb', (n[k] + n[j] / 3) / r, rel[j])
                   + np.einsum('a,qab->qb', (n[j] + n[k] / 3) / r, rel[k]))
            dyn += k_angle * row.conj()[:, :, None] * row[:, None, :]
    return np.linalg.eigvalsh(dyn)


def zone_mesh(n):
    """Uniform mesh of the fcc zone, shifted off the zone centre."""
    f = (np.arange(n) + 0.5) / n
    frac = np.array(np.meshgrid(f, f, f)).reshape(3, -1).T
    cell = np.array([[0, 2, 2], [2, 0, 2], [2, 2, 0]])
    return 2 * np.pi * frac @ np.linalg.inv(cell).T


def grueneisen(q, s=S_EXP, tension=True):
    plus = lattice_eigs(q, R0 * np.exp(STEP), s, tension)
    minus = lattice_eigs(q, R0 * np.exp(-STEP), s, tension)
    return -np.log(plus / minus) / (12 * STEP)


# Full nonlinear energy of the periodic eight-atom cube.
SITES_A = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
SITES = np.vstack([SITES_A, SITES_A + 1])
BONDS = np.array([TET if i < 4 else -TET for i in range(8)])
NEIGH = np.array([[np.where((SITES == (SITES[i] + b) % 4).all(1))[0][0]
                   for b in BONDS[i]] for i in range(8)])
PJ, PK = np.array(PAIRS).T


def cube_energy(u, r):
    vec = BONDS * r / np.sqrt(3) + u[NEIGH] - u[:, None, :]
    length = np.linalg.norm(vec, axis=2)
    lj, lk = length[:, PJ], length[:, PK]
    cosine = (vec[:, PJ] * vec[:, PK]).sum(2) / (lj * lk)
    k_angle = BEND * (lj * lk / R0**2)**(-S_EXP / 2)
    return (0.5 * morse(length)[0].sum()
            + 0.5 * (k_angle * (cosine + 1 / 3)**2).sum())


def cube_eigs(r, h=1e-3):
    hess = np.zeros((24, 24))
    for i in range(24):
        for j in range(i + 1):
            total = 0.0
            for a in (1, -1):
                for b in (1, -1):
                    u = np.zeros(24)
                    u[i] += a * h
                    u[j] += b * h
                    total += a * b * cube_energy(u.reshape(8, 3), r)
            hess[i, j] = hess[j, i] = total / (4 * h * h)
    return np.linalg.eigvalsh(hess)


# Test 1: lattice spectrum and X formula against the nonlinear energy.
special = np.vstack([np.zeros(3), np.eye(3) * np.pi / 2])
for r in (R0, 1.01 * R0):
    direct = cube_eigs(r)
    from_lattice = np.sort(lattice_eigs(special, r).ravel())
    assert np.allclose(direct, from_lattice, atol=2e-3)
    k_bend_r = 8 * BEND * (r / R0)**(-S_EXP) / (3 * r * r)
    k_side = morse(r)[1] / r + k_bend_r
    assert np.allclose(direct[3:9], 4 * k_side, atol=2e-3)
stretched_tension = morse(1.01 * R0)[1] / (1.01 * R0)
stretched_bend = k_bend_r

# Test 2: Grueneisen formula at X and B V from the same energy.
k_bend = 8 * BEND / (3 * R0**2)
gamma_x = -(STRETCH / k_bend - 2 - S_EXP) / 6
dx = 2e-3
up, down = (cube_eigs(R0 * np.exp(v))[3:9].mean() for v in (dx, -dx))
gamma_x_direct = -np.log(up / down) / (12 * dx)
assert abs(gamma_x_direct - gamma_x) < 5e-3
bv = 4 * STRETCH * R0**2 / 9
rest = np.zeros((8, 3))
bv_direct = sum(cube_energy(rest, R0 * np.exp(v)) for v in (STEP, -STEP))
bv_direct = bv_direct / 4 / (3 * STEP)**2
assert abs(bv_direct / bv - 1) < 1e-3
volume = 16 * R0**3 / (3 * np.sqrt(3))

# Test 3: the cause. No tension, or too fast a bending decay: no negative sign.
mesh = zone_mesh(10)
gam = grueneisen(mesh)
gam_off = grueneisen(mesh, tension=False)
assert gam_off.min() > 0 and gam[:, :2].mean() < 0
s_limit = STRETCH / k_bend - 2
x_point = special[1:2]
assert grueneisen(x_point, s=s_limit + 1)[0, 0] > 0
assert grueneisen(x_point, s=s_limit - 1)[0, 0] < 0


def heat(energy, t):
    half = energy / (2 * KB * t)
    return (half / np.sinh(half))**2


def two_branch(q, s=S_EXP):
    e = TO_EV * np.sqrt(lattice_eigs(q, R0, s))
    g = grueneisen(q, s)
    return (np.exp(np.log(e[:, :2]).mean()), np.exp(np.log(e[:, 2:]).mean()),
            g[:, :2].mean(), g[:, 2:].mean())


def weighted_sum(t, model):
    e_t, e_s, g_t, g_s = model
    return 2 * g_t * heat(e_t, t) + 4 * g_s * heat(e_s, t)


def crossing(model):
    return brentq(weighted_sum, 40, 1500, args=(model,))


model = two_branch(mesh)
e_t, e_s, g_t, g_s = model
t_zero = crossing(model)
assert abs(crossing(two_branch(zone_mesh(6))) / t_zero - 1) < 0.03

# Test 4: thermal-pressure relation from the free energy itself.
energies = TO_EV * np.sqrt(lattice_eigs(mesh, R0))


def full_sum(t):
    return (gam * heat(energies, t)).sum(1).mean()


def free_energy(e, t):
    return (e / 2 + KB * t * np.log1p(-np.exp(-e / (KB * t)))).sum(1).mean()


e_up, e_down = (TO_EV * np.sqrt(lattice_eigs(mesh, R0 * np.exp(v)))
                for v in (STEP, -STEP))
for t in (100.0, 400.0):
    mixed = (free_energy(e_up, t + 1) - free_energy(e_up, t - 1)
             - free_energy(e_down, t + 1) + free_energy(e_down, t - 1))
    mixed = -mixed / (2 * 6 * STEP)
    assert abs(mixed / (KB * full_sum(t)) - 1) < 5e-3

# Test 5: two branches against six, and six against free-energy minimization.
t_full = brentq(full_sum, 60, 1500)
assert abs(t_zero / t_full - 1) < 0.25     # the reduction is approximate
grid = np.linspace(-0.010, 0.012, 7)
grid_e = [TO_EV * np.sqrt(lattice_eigs(mesh, R0 * np.exp(x))) for x in grid]


def equilibrium(t):
    """ln(r/R0) at the minimum of static plus vibrational free energy."""
    fit = np.polynomial.Polynomial.fit(
        grid, [free_energy(e, t) for e in grid_e], 4).deriv()

    def force(x):
        r = R0 * np.exp(x)
        return 4 * morse(r)[1] * r + fit(x)
    return brentq(force, grid[0], grid[-1], xtol=1e-14)


t_min = minimize_scalar(equilibrium, bounds=(50, 500), method='bounded',
                        options={'xatol': 0.05}).x
# zero-point motion shifts the volume, hence a tolerance of ten per cent
assert abs(t_min / t_full - 1) < 0.10
assert equilibrium(t_min) < min(equilibrium(30.0), equilibrium(500.0))

# Long-wave limit: directions weighted by inverse cube of sound speed.
idx = np.arange(600) + 0.5
z = 1 - 2 * idx / 600
ang = np.pi * (1 + np.sqrt(5)) * idx
rho = np.sqrt(1 - z * z)
small_q = 0.01 * np.column_stack([rho * np.cos(ang), rho * np.sin(ang), z])
weight = lattice_eigs(small_q, R0)[:, :3]**-1.5
gamma_long = (weight * grueneisen(small_q)[:, :3]).sum() / weight.sum()


def alpha(t):
    return KB * weighted_sum(t, model) / (3 * bv)


deepest = minimize_scalar(alpha, bounds=(15, t_zero), method='bounded')
assert alpha(0.8 * t_zero) < 0 < alpha(1.2 * t_zero)

print(f"bond length r0 = {R0:.2f} angstrom; mass = {MASS_U:.2f} u")
print(f"bond curvature phi'' = {STRETCH:.2f} eV/angstrom^2")
print(f"Morse decay = {DECAY:.2f} 1/angstrom")
print(f"angle stiffness k_b = {BEND:.2f} eV; exponent s = {S_EXP:.1f}")
print(f"bending stiffness K_b = {k_bend:.4f} eV/angstrom^2")
print(f"ratio phi''/K_b = {STRETCH / k_bend:.3f}")
print(f"largest s with negative gamma at X = {s_limit:.3f}")
print(f"bond 1% longer: phi'/r = {stretched_tension:.4f} eV/angstrom^2")
print(f"bond 1% longer: K_b = {stretched_bend:.4f} eV/angstrom^2")
print(f"TA energy at X = {TO_EV * np.sqrt(4 * k_bend):.5f} eV")
gamma_opt = TO_EV * np.sqrt(lattice_eigs(special[:1], R0)[0, -1])
print(f"optical energy at zone centre = {gamma_opt:.5f} eV")
print(f"gamma TA(X), formula = {gamma_x:.4f}")
print(f"gamma TA(X), nonlinear energy = {gamma_x_direct:.4f}")
print(f"cell volume V = {volume:.3f} angstrom^3; B V = {bv:.3f} eV")
print(f"bulk modulus B = {bv / volume:.4f} eV/angstrom^3")
print(f"bulk modulus converted = {bv / volume * const.e * 1e21:.1f} GPa")
print(f"branch T: energy = {e_t:.5f} eV, gamma = {g_t:.4f}")
print(f"branch S: energy = {e_s:.5f} eV, gamma = {g_s:.4f}")
print(f"without tension: gamma T = {gam_off[:, :2].mean():.4f}, "
      f"gamma S = {gam_off[:, 2:].mean():.4f}")
print(f"without tension: smallest gamma on mesh = {gam_off.min():.4f}")
print(f"two-branch sign change = {t_zero:.1f} K")
print(f"k_B T at sign change = {KB * t_zero:.5f} eV")
print(f"at sign change: c_T = {heat(e_t, t_zero):.4f}, "
      f"c_S = {heat(e_s, t_zero):.4f}")
print(f"six-branch sign change = {t_full:.1f} K")
print(f"minimum of equilibrium bond length at = {t_min:.1f} K")
print(f"ln(r/r0) at that minimum = {equilibrium(t_min):.6f}")
print(f"long-wave mean gamma for T to 0 = {gamma_long:.4f}")
print(f"most negative alpha = {deepest.fun * 1e6:.3f} 1e-6/K "
      f"at {deepest.x:.1f} K")
for t in (50, 100, 200, 300, 600):
    print(f"T = {t} K: c_T = {heat(e_t, t):.4f}, c_S = {heat(e_s, t):.4f}, "
          f"alpha = {alpha(t) * 1e6:.3f} 1e-6/K")
print(f"high-temperature limit of alpha = "
      f"{KB * (2 * g_t + 4 * g_s) / (3 * bv) * 1e6:.3f} 1e-6/K")
for s in (7.0, 9.0):
    other = two_branch(mesh, s)
    print(f"s = {s:.1f}: gamma T = {other[2]:.4f}, "
          f"sign change = {crossing(other):.1f} K")
print("done: every assertion held")
```

Printed output:

```
bond length r0 = 2.35 angstrom; mass = 28.09 u
bond curvature phi'' = 9.00 eV/angstrom^2
Morse decay = 1.20 1/angstrom
angle stiffness k_b = 1.20 eV; exponent s = 8.0
bending stiffness K_b = 0.5794 eV/angstrom^2
ratio phi''/K_b = 15.532
largest s with negative gamma at X = 13.532
bond 1% longer: phi'/r = 0.0854 eV/angstrom^2
bond 1% longer: K_b = 0.5246 eV/angstrom^2
TA energy at X = 0.01857 eV
optical energy at zone centre = 0.06469 eV
gamma TA(X), formula = -0.9220
gamma TA(X), nonlinear energy = -0.9221
cell volume V = 39.961 angstrom^3; B V = 22.090 eV
bulk modulus B = 0.5528 eV/angstrom^3
bulk modulus converted = 88.6 GPa
branch T: energy = 0.01515 eV, gamma = -0.6166
branch S: energy = 0.05114 eV, gamma = 1.1919
without tension: gamma T = 1.6564, gamma S = 1.4392
without tension: smallest gamma on mesh = 1.4113
two-branch sign change = 130.3 K
k_B T at sign change = 0.01123 eV
at sign change: c_T = 0.8611, c_S = 0.2227
six-branch sign change = 131.3 K
minimum of equilibrium bond length at = 128.4 K
ln(r/r0) at that minimum = 0.001757
long-wave mean gamma for T to 0 = -0.7553
most negative alpha = -0.892 1e-6/K at 75.5 K
T = 50 K: c_T = 0.3902, c_S = 0.0010, alpha = -0.620 1e-6/K
T = 100 K: c_T = 0.7778, c_S = 0.0937, alpha = -0.666 1e-6/K
T = 200 K: c_T = 0.9380, c_S = 0.5034, alpha = 1.617 1e-6/K
T = 300 K: c_T = 0.9719, c_S = 0.7290, alpha = 2.961 1e-6/K
T = 600 K: c_T = 0.9929, c_S = 0.9223, alpha = 4.126 1e-6/K
high-temperature limit of alpha = 4.596 1e-6/K
s = 7.0: gamma T = -0.7766, sign change = 146.0 K
s = 9.0: gamma T = -0.4566, sign change = 115.3 K
done: every assertion held
```
